# Electrode Self-Energy in a Nonorthogonal Basis and the Coupling ES − H

Let a one-electron (mean-field) state be expanded in localized atomic orbitals, $|\psi\rangle=\sum_j c_j|j\rangle$, with overlap $S_{ij}=\langle i|j\rangle$ and Hamiltonian $H_{ij}=\langle i|\hat H|j\rangle$. Both matrices are Hermitian, and $S$ is positive definite because the orbitals are linearly independent. Projecting $(E-\hat H)|\psi\rangle=0$ on each orbital gives $(ES-H)c=0$. With a complex energy $z=E+i\eta$, $\eta>0$, define

$$K(z)=zS-H,\qquad G(z)=K(z)^{-1}.$$

The orbitals are sorted into a left electrode $L$, a device $D$ and a right electrode $R$. The electrodes are assumed not to touch each other directly, $S_{LR}=H_{LR}=0$. If their surface atoms do overlap, those atoms are moved into $D$ until the condition holds.

The inverses used below exist. For any nonzero vector $v$ on the electrode, $\mathrm{Im}\,(v^\dagger K_{LL}v)=\eta\,v^\dagger S_{LL}v>0$, so $K_{LL}v$ cannot vanish. The same argument holds for $K_{RR}$ and for $K$ itself. Write $g_P=K_{PP}^{-1}$ for $P=L,R$; this is the Green function of the isolated electrode.

The device columns of $KG=1$ read

$$K_{PP}G_{PD}+K_{PD}G_{DD}=0\quad(P=L,R),$$

$$K_{DL}G_{LD}+K_{DD}G_{DD}+K_{DR}G_{RD}=1 .$$

The first line gives $G_{PD}=-g_PK_{PD}G_{DD}$. Inserted in the second, it leaves $(K_{DD}-\Sigma_L-\Sigma_R)\,G_{DD}=1$, that is,

$$G_{DD}=\left[zS_{DD}-H_{DD}-\Sigma_L-\Sigma_R\right]^{-1},$$

$$\Sigma_P(z)=(zS_{DP}-H_{DP})\,g_P(z)\,(zS_{PD}-H_{PD}).$$

The coupling is the off-diagonal block of $zS-H$, because that is the matrix being inverted. An overall sign of the coupling cancels in the product, but the relative sign of $zS$ and $H$ does not. In an orthogonal basis $S_{PD}=0$, and the familiar $H_{DP}\,g_P\,H_{PD}$ returns.

Both factors contain the same $z$. The left one is not the adjoint of the right one at finite $\eta$, since

$$K_{DP}(z)-K_{PD}(z)^\dagger=(z-z^*)S_{DP}=2i\eta S_{DP}.$$

For random complex matrices with 5, 3 and 4 orbitals in $L$, $D$ and $R$, at $z=1.3+0.2i$, the reduced formula reproduces the device block of the full inverse to rounding error. Using $-H$ alone as coupling gives an error of 23% relative to the norm of that block, and replacing the left factor by the adjoint of the right one gives 5%.

In what sense must the coupling have this form? Once the orbitals and the bare block $K_{DD}$ are fixed, the total self-energy is fixed too, because $\Sigma_L+\Sigma_R=K_{DD}-G_{DD}^{-1}$ and an inverse is unique. Removing one electrode fixes the contribution of the other. The expression without overlap differs from the true one by

$$\Sigma_P-H_{DP}g_PH_{PD}=z^2S_{DP}g_PS_{PD}-z\left(S_{DP}g_PH_{PD}+H_{DP}g_PS_{PD}\right),$$

which does not vanish in general.

The choice of energy zero shows what goes wrong physically. Adding a constant $C$ to the potential everywhere changes $\hat H$ to $\hat H+C$, hence $H$ to $H+CS$, off-diagonal elements included. The same state then has energy $E+C$, and

$$(E+C)S-(H+CS)=ES-H .$$

The combination is unchanged, whereas $-H_{PD}$ alone becomes $-H_{PD}-CS_{PD}$ and so depends on an arbitrary convention. If the zero is placed at an energy $E_0$ of the old scale, then $C=-E_0$ and the truncated coupling equals $E_0S_{PD}-H_{PD}$. Omitting the overlap term therefore freezes the coupling at the energy that was called zero.

A constant coupling does become possible if the device orbitals are changed. For one electrode, define

$$X=S_{LL}^{-1}S_{LD},\qquad W=H_{LL}X-H_{LD},$$

and replace each device orbital by $|d'\rangle=|d\rangle-\sum_l|l\rangle X_{ld}$. Its overlap with the electrode is $S_{LD}-S_{LL}X=0$, and its Hamiltonian coupling is $H_{LD}-H_{LL}X=-W$. In the old orbitals the coupling splits as

$$K_{LL}X+W=zS_{LL}X-H_{LL}X+H_{LL}X-H_{LD}=K_{LD},$$

and likewise $K_{DL}=X^\dagger K_{LL}+W^\dagger$. Multiplying out, with $K_{LL}g_L=1$,

$$\Sigma_L=X^\dagger K_{LL}X+X^\dagger W+W^\dagger X+W^\dagger g_LW .$$

The first three terms are a polynomial of first degree in $z$ and can be absorbed in the device block, which turns $S_{DD}$ into $S_{DD}-X^\dagger S_{LL}X$ and changes $H_{DD}$ accordingly. What remains is a self-energy with the constant coupling $W$. One may thus have a constant coupling or the original device block, but in general not both.

The same form gives the high-energy limit. There $g_L\to S_{LL}^{-1}/z$, so the last term dies out and $\Sigma_L/z\to S_{DL}S_{LL}^{-1}S_{LD}$. The self-energy grows linearly, while in an orthogonal basis it falls as $1/z$. With both electrodes,

$$zG_{DD}\to\Big[S_{DD}-\sum_PS_{DP}S_{PP}^{-1}S_{PD}\Big]^{-1}=(S^{-1})_{DD},$$

as it must, since $G\to S^{-1}/z$.

The broadening is $\Gamma_L=i(\Sigma_L-\Sigma_L^\dagger)$. The pair $X^\dagger W+W^\dagger X$ is Hermitian and cancels, and $K_{LL}-K_{LL}^\dagger=2i\eta S_{LL}$, so

$$\Gamma_L=W^\dagger\,i(g_L-g_L^\dagger)\,W-2\eta X^\dagger S_{LL}X .$$

Since $g_L-g_L^\dagger=g_L(K_{LL}^\dagger-K_{LL})g_L^\dagger$, one has $i(g_L-g_L^\dagger)=2\eta\,g_LS_{LL}g_L^\dagger$, which is positive. The first term is therefore never negative, but the second is never positive and can win where the electrode has no states. It vanishes as $\eta\to0$. A small negative broadening outside the band is thus a product of finite $\eta$, not of a wrong coupling. In the chain example below, at $\eta=0.01$ eV, it appears only far from the band, below about $-15$ eV or above about $+8$ eV.

Now take each electrode to be a semi-infinite chain with one orbital per atom, onsite energy $\varepsilon$, and nearest-neighbour elements $h$ and $s$, all real. Put $a=z-\varepsilon$ and $b=zs-h$. Removing the surface atom leaves an identical chain, so eliminating that remainder gives $g=1/(a-b^2g)$, or

$$b^2g^2-ag+1=0 .$$

A wave $c_n=e^{ikn}$ in the bulk requires $a+2b\cos k=0$, hence

$$E(k)=\frac{\varepsilon+2h\cos k}{1+2s\cos k},\qquad \frac{dE}{dk}=\frac{2b\sin k}{1+2s\cos k}.$$

Inside the band, inserting $a=-2b\cos k$ gives the two roots $-e^{\pm ik}/b$. The positivity just shown demands $\mathrm{Im}\,g<0$. For $b>0$ and $0<k<\pi$ this selects $g=-e^{ik}/b$, and these $k$ describe waves moving to the right.

The flux of electrons contains the same combination. At real $E$, multiply row $n$ of $Kc=0$ by $c_n^*$ and take the imaginary part. The diagonal term drops out, and the rest says that

$$J=\frac{2}{\hbar}K_{n,n+1}\,\mathrm{Im}(c_n^*c_{n+1})$$

is the same on every bond. For a plane wave $\hbar J=2b\sin k$, which equals $dE/dk$ times the norm per atom, $1+2s\cos k$. This identifies $J$ as the particle flux. With $-H$ in place of $ES-H$, each bond would report $J\,(-h)/(Es-h)$ with its own elements.

Let the device be two atoms, 1 and 2, with onsite energy $\varepsilon_d$, joined by a bond with the chain's own $h$ and $s$. Atoms 0 and 3 are the electrode surfaces, and each contact has the coupling $\tau=Es_c-h_c$. The isolated left electrode carries the standing wave $\varphi_n=e^{ikn}-e^{2ik}e^{-ikn}$, which vanishes on the missing atom $n=1$ and therefore satisfies $K_{LL}\varphi=0$. Writing $c_L=\varphi+\chi$, the electrode rows give the outgoing response $\chi=-g_LK_{LD}c_D$, and similarly $c_R=-g_RK_{RD}c_D$. The device rows then become $(K_{DD}-\Sigma_L-\Sigma_R)c_D=-K_{DL}\varphi$, so that $c_2=-G_{21}\tau\varphi_0$ with $|\varphi_0|^2=|1-e^{2ik}|^2=4\sin^2k$.

On the right surface atom $c_3=-g\tau c_2$, and the flux through that contact is

$$\hbar J=2\tau\,\mathrm{Im}(c_2^*c_3)=-2\tau^2\,\mathrm{Im}g\,|c_2|^2=\Gamma|c_2|^2,\qquad \Gamma=\frac{2\tau^2\sin k}{b}.$$

Dividing by the incident $2b\sin k$,

$$T=\Gamma|G_{21}|^2\,\frac{4\tau^2\sin^2k}{2b\sin k}=\Gamma^2|G_{21}|^2=\frac{\Gamma^2b^2}{|(x+b)(x-b)|^2},\qquad x=E-\varepsilon_d-\Sigma .$$

This is $\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger]$ for one channel and equal contacts. Solving directly for the reflected and transmitted wave amplitudes at 25 energies between $-6.5$ and $-0.6$ eV, with the parameters below, gives the same $T$ to within $10^{-10}$.

States in an interval $dk$ carry a flux $(dk/2\pi)(dE/dk)/\hbar=dE/h_P$ per spin, with $h_P$ Planck's constant. A small voltage $V$ opens a window $eV$, so the low-temperature conductance is $\mathcal G=\mathcal G_0T$ with $\mathcal G_0=2e^2/h_P=77.5$ µS.

For numbers, take round, illustrative parameters for a metal filament of the kind found in conductive-bridge memory cells, with energies measured from vacuum: $\varepsilon=-4.5$ eV, $h=-2.2$ eV, $s=0.15$, $\varepsilon_d=-4.0$ eV, $h_c=-1.2$ eV and $s_c=0.08$. The band runs from $-6.85$ to $-0.14$ eV. One electron per atom fills it up to $k=\pi/2$, so $E_F=\varepsilon=-4.5$ eV. There

$$b=-4.5\times0.15+2.2=1.525\ \text{eV},\qquad \tau=-4.5\times0.08+1.2=0.84\ \text{eV},$$

$$g=-\frac{i}{b}=-0.656i\ \text{eV}^{-1},\qquad \Sigma=\tau^2g=-0.463i\ \text{eV},\qquad \Gamma=0.925\ \text{eV}.$$

With $x=-0.5+0.463i$ eV, $x^2-b^2=-2.290-0.463i$ eV², whose squared modulus is 5.46 eV⁴. Hence

$$T=\frac{0.9254^2\times1.525^2}{5.457}=0.365,$$

which means 28.3 µS, or 35.4 kΩ.

If the overlap term is dropped from the contacts alone, with the zero at vacuum and everything else held fixed, the coupling becomes 1.2 eV. The broadening doubles to 1.89 eV, and $T$ becomes 0.855, or 66.3 µS: too large by a factor of 2.3. In the formula for $T$ the numerator grows 4.2 times and the denominator 1.8 times.

With the zero at the Fermi level, the same omission gives the correct 0.365 at $E_F$, because the coupling is frozen at its value there. The error appears elsewhere: at $E_F+0.5$ eV it gives 0.258 instead of 0.302, and at $E_F+1$ eV 0.224 instead of 0.303, which is 26% too low. At $E_F-1$ eV the two values, 0.998 and 0.995, nearly agree again. That energy lies close to a resonance. With $x=u+i\Gamma/2$ one finds $|x^2-b^2|^2=(u^2+\Gamma^2/4-b^2)^2+\Gamma^2b^2$, so

$$T=\frac{1}{1+q^2},\qquad q=\frac{u^2+\Gamma^2/4-b^2}{\Gamma b}.$$

Wherever $q=0$ the transmission is 1. This is possible only for $\Gamma\le2b$, since $u^2=b^2-\Gamma^2/4$ cannot be negative. At $E_F-1$ eV, $q^2$ is only 0.005 with the correct coupling and 0.002 with the frozen one. Agreement at a resonance or at one chosen energy does not validate a coupling.

The bond fluxes carry a similar warning. At $E_F$ the true value is $\hbar J=1.113$ eV on all three bonds. With $-H$ alone the contacts give 1.590 eV and the middle bond 1.606 eV. These look almost conserved, yet they are over 40% too large. They nearly agree because $s/h$ is nearly the same on both kinds of bond; with zero contact overlap they would be 2.609 and 3.764 eV.

The constant coupling $W$ reaches beyond the surface atom: on the first four electrode atoms it is 0.859, $-0.128$, 0.020 and $-0.003$ eV. Away from the surface $S_{LL}X=S_{LD}$ reads $sX_{n-1}+X_n+sX_{n+1}=0$, so $X_n$ changes by the factor $(-1+\sqrt{1-4s^2})/(2s)=-0.15$ per atom, and $W_n=(\varepsilon-h/s)X_n$ follows it.

Set beside a real copper filament, the Fermi energy and the assumed atomic spacing of 0.25 nm are reasonable. The overlap $s=0.15$, however, is much smaller than that of free-atom copper 4s orbitals at this distance, which Hartree-Fock puts at 0.51 to 0.52 depending on the basis. The nearest-neighbour chain cannot be taken to such a value, because $1+2s\cos k$ reaches zero for $s\ge1/2$ and $S$ stops being positive definite; farther-neighbour overlaps are then required. The filled part of the band is 2.3 eV wide, between the free-electron estimates of 1.5 eV for a single chain at this spacing and 7 eV for bulk copper. A single-atom copper contact conducts roughly $\mathcal G_0$; the lower value here comes from the weak contacts chosen, since $\tau=b$ with the same device level would give $T=0.997$ at $E_F$. Three assumptions can be varied within the model: the fixed level, the rigid geometry and the nearest-neighbour coupling. Moving $\varepsilon_d$ by $-0.3$ or $+0.3$ eV gives 24.6 or 37.1 µS. Stretching both contacts by 0.0065 nm, the thermal displacement at 300 K of a copper atom in an assumed 20 meV vibration, gives 22.9 µS if the contact elements decay over 0.1 nm. An equal compression gives 34.4 µS, and the average over independent thermal displacements of the two contacts is 28.5 µS, so this figure measures the sensitivity to the static geometry and not a thermal shift. Adding farther-neighbour elements around the contacts, with the sign of the contact coupling and weaker by an assumed factor of ten per step, gives 33.0 µS (the opposite sign would lower the conductance instead); this breaks $H_{LR}=S_{LR}=0$, so two atoms of each electrode were moved into the device. These variations alone make the conductance uncertain by some tens of percent.

Thermal smearing at 358 K changes the conductance by less than 1%. So does a read voltage of 0.1 V (2.83 µA, about 1.3 MV/cm across 0.75 nm) if it drops evenly over the three bonds; if it all drops at one contact, the change is 3 to 4%. For parallel tunnelling through an assumed 2 eV oxide barrier in ten channels, the exponential factor alone gives about 0.015 µS with the free-electron mass, and the omitted prefactor can raise this a few times. Even then it stays below 1% of the conductance, but the result depends strongly on the effective mass in the oxide: with half the free-electron mass the exponential factor alone gives 1.3%, and the prefactor can raise this to about 5%; with 0.3 of the free-electron mass the exponential factor gives 7%, and the prefactor can raise this above 20%. Copper's d orbitals, the three-dimensional shape of the electrodes, charge self-consistency and inelastic scattering lie outside the model, and their effect is not estimated here. The remaining values are in the numerical output.

## Computed results

```
Random test, error with zS-H coupling: 8.2e-16
Random test, error with -H coupling: 0.232
Random test, error with adjoint coupling: 0.046
Long chain, error of device Green function: 2.3e-16
Electrode onsite energy = Fermi energy: -4.50 eV
Chain hopping element: -2.20 eV; overlap: 0.15
Device onsite energy: -4.00 eV
Contact H element: -1.20 eV; overlap: 0.08
Band edges: -6.846 and -0.143 eV
Chain b = E s - h at Fermi energy: 1.5250 eV
Contact E S - H at Fermi energy: 0.8400 eV
Surface g at Fermi energy: 0.0000 -0.6557i 1/eV
Self-energy: 0.0000 -0.4627i eV
Broadening, correct: 0.9254 eV
Broadening, ES omitted, vacuum zero: 1.8885 eV
Transmission, correct: 0.3650
Transmission, ES omitted, vacuum zero: 0.8554
Conductance quantum 2e^2/h: 77.481 uS
Conductance, correct: 28.28 uS
Resistance, correct: 35.36 kohm
Conductance, ES omitted, vacuum zero: 66.28 uS
E-E_F (eV): T correct, T omitted (vacuum), T omitted (Fermi)
  -1.0 eV: 0.9948, 0.9865, 0.9977
  -0.5 eV: 0.5859, 0.9745, 0.6440
  +0.0 eV: 0.3650, 0.8554, 0.3650
  +0.5 eV: 0.3020, 0.7254, 0.2577
  +1.0 eV: 0.3029, 0.6374, 0.2244
hbar x true flux from band slope: 1.1131 eV
hbar x bond fluxes, ES-H (eV): 1.1131, 1.1131, 1.1131
hbar x bond fluxes, -H (eV): 1.5902, 1.6058, 1.5902
Same with -H, zero contact overlap (eV): 2.6090, 3.7639, 2.6090
Constant coupling W, first 4 atoms (eV): 0.85917, -0.12782, 0.01962, -0.00301
Broadening at -60 eV, eta 0.01 eV: -1.26e-04 eV
Conductance at 300 K: 28.324 uS
Conductance at 358 K: 28.344 uS
Read voltage: 0.10 V; atom spacing: 0.25 nm
Electrode separation: 0.75 nm; field: 1.33 MV/cm
Read current: 2.8286 uA; I/V: 28.286 uS
Conductance, device level -0.3 eV: 24.56 uS
Conductance, device level +0.3 eV: 37.12 uS
Vibration inputs: 20 meV, 63.5 u
Contact decay length: 0.10 nm
Thermal rms displacement at 300 K: 0.0065 nm
Conductance, both contacts stretched: 22.93 uS
Farther-neighbour coupling ratio per step: 0.10
Conductance with farther neighbours: 33.03 uS
Oxide barrier: 2.0 eV; parallel channels: 10
Parallel tunnelling conductance: 0.0148 uS
```
